# Porosity Spread Among 20 nm Cubes: Leading Estimate and First Correction: test program

```python
"""
Result under test: spread of local porosity among cubes of edge L in a
two-phase medium with mean porosity p and autocovariance p(1-p)exp(-r/a):
  var = 8 pi p(1-p) e^3 [1 - 9e/2 + 24 e^2/pi - 15 e^3/pi],  e = a/L,
up to terms of order exp(-L/a). The factor before the bracket is the
large-cube estimate. Lengths are in nm; spreads are printed in percentage
points of absolute porosity.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import gammaincc, gammainc

rng = np.random.default_rng(12345)
p, a, L = 0.30, 1.0, 20.0
point_variance = p * (1 - p)


def leading_variance(edge, decay):
    return 8 * np.pi * point_variance * (decay / edge) ** 3


def bracket_terms(edge, decay):
    e = decay / edge
    return np.array([1.0, -4.5 * e, 24 * e**2 / np.pi, -15 * e**3 / np.pi])


def cube_sigma(edge, decay):
    return np.sqrt(leading_variance(edge, decay)
                   * bracket_terms(edge, decay).sum())


def box_variance_quadrature(edges, decay, n=64):
    """Integral of covariance times overlap fraction, graded Gauss nodes."""
    t, w = np.polynomial.legendre.leggauss(n)
    t, w = (t + 1) / 2, w / 2
    weight = 2 * w * 3 * t**2 * (1 - t**3)
    x, y, z = [edge * t**3 for edge in edges]
    r = np.sqrt(x[:, None, None]**2 + y[None, :, None]**2
                + z[None, None, :]**2)
    return point_variance * np.einsum('i,j,k,ijk->', weight, weight, weight,
                                      np.exp(-r / decay))


# Finite-cube formula against direct quadrature, and the upper bound
edge_table = []
for edge in (10.0, 20.0, 40.0, 80.0):
    numeric = box_variance_quadrature((edge,) * 3, a)
    assert abs(cube_sigma(edge, a)**2 / numeric - 1) < 3e-4
    assert numeric < leading_variance(edge, a)
    edge_table.append((edge, np.sqrt(leading_variance(edge, a)),
                       cube_sigma(edge, a), np.sqrt(numeric)))

sigma_lead = np.sqrt(leading_variance(L, a))
sigma = cube_sigma(L, a)

# Covariance of touching cubes, checked through a box of double length
e = a / L
neighbour_cov = 0.5 * sigma_lead**2 * (1.5 * e - 16 * e**2 / np.pi
                                       + 15 * e**3 / np.pi)
cov_from_box = (2 * box_variance_quadrature((2 * L, L, L), a)
                - box_variance_quadrature((L, L, L), a))
assert abs(neighbour_cov / cov_from_box - 1) < 3e-3
neighbour_corr = neighbour_cov / sigma**2

# Simulated medium: cells of isotropic Poisson planes, coloured at random.
# A line is cut 1/a times per unit length if the mean number of planes
# through a ball of radius B is 4B/a.
m = 20
axis = (np.arange(m) + 0.5) * L / m - L / 2
points = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'),
                  axis=-1).reshape(-1, 3)
ball = np.sqrt(3) * L / 2
n_mosaics, n_colourings = 700, 10
porosities = []
same_cell = np.zeros(4)
for _ in range(n_mosaics):
    n_planes = rng.poisson(4 * ball / a)
    normals = rng.normal(size=(n_planes, 3))
    normals /= np.linalg.norm(normals, axis=1)[:, None]
    offsets = rng.uniform(-ball, ball, n_planes)
    keys = rng.integers(-2**62, 2**62, n_planes)
    code = (points @ normals.T > offsets).astype(np.int64) @ keys
    _, counts = np.unique(code, return_counts=True)
    colours = rng.random((counts.size, n_colourings)) < p
    porosities.append(counts @ colours / m**3)
    g = code.reshape(m, m, m)
    same_cell += [np.mean(g[1:] == g[:-1]), np.mean(g[2:] == g[:-2]),
                  np.mean(g[3:] == g[:-3]),
                  np.mean(g[1:, 1:, 1:] == g[:-1, :-1, :-1])]
porosities = np.concatenate(porosities)
same_cell /= n_mosaics
lags = np.array([1, 2, 3, np.sqrt(3)]) * L / m
assert np.all(np.abs(same_cell - np.exp(-lags / a)) < 0.01)
sim_mean = porosities.mean()
sim_sigma = np.sqrt(np.mean((porosities - p)**2))
assert abs(sim_mean - p) < 0.002
# statistical error of the simulated spread is about one percent
assert abs(sim_sigma / sigma - 1) < 0.05
assert sim_sigma < 0.95 * sigma_lead
share_within = np.mean(np.abs(porosities - p) < sigma)
assert abs(share_within - 0.68) < 0.04

# Alternative medium: overlapping spherical pores, same porosity and same
# initial slope of the covariance
eta = -np.log(1 - p)


def sphere_covariance(r, R):
    if r >= 2 * R:
        return 0.0
    union = 1 + 3 * r / (4 * R) - r**3 / (16 * R**3)
    return np.exp(-eta * union) - (1 - p)**2


def initial_slope(R, h=1e-5):
    return (sphere_covariance(h, R) - sphere_covariance(0.0, R)) / h


R = brentq(lambda q: initial_slope(q) + point_variance / a, 0.2, 5.0)
number_density = eta / (4 * np.pi * R**3 / 3)
exposed_area = (1 - p) * number_density * 4 * np.pi * R**2
surface = 4 * point_variance / a
assert abs(exposed_area / surface - 1) < 1e-3


def sphere_sigma(edge):
    def integrand(r):
        u = r / edge
        overlap = 1 - 1.5 * u + 2 * u**2 / np.pi - u**3 / (4 * np.pi)
        return 4 * np.pi * r**2 * sphere_covariance(r, R) * overlap
    return np.sqrt(quad(integrand, 0, 2 * R)[0] / edge**3)


small_edge, ms = 10.0, 20
ax = (np.arange(ms) + 0.5) * small_edge / ms
grid = np.stack(np.meshgrid(ax, ax, ax, indexing='ij'),
                axis=-1).reshape(-1, 3)
sphere_phi = []
for _ in range(700):
    width = small_edge + 2 * R
    count = rng.poisson(number_density * width**3)
    centres = rng.uniform(-R, small_edge + R, (count, 3))
    distance, _ = cKDTree(centres).query(grid, distance_upper_bound=R)
    sphere_phi.append(np.mean(np.isfinite(distance)))
sphere_phi = np.array(sphere_phi)
sphere_sim = np.sqrt(np.mean((sphere_phi - p)**2))
assert abs(sphere_phi.mean() - p) < 0.005
# statistical error of this spread is about three percent
assert abs(sphere_sim / sphere_sigma(small_edge) - 1) < 0.10
assert sphere_sigma(L) < 0.5 * sigma

# Share of the covariance integral by separation, from the radial integral
total = quad(lambda r: r**2 * np.exp(-r / a), 0, np.inf)[0]
beyond_3a = quad(lambda r: r**2 * np.exp(-r / a), 3 * a, np.inf)[0] / total
assert abs(beyond_3a - gammaincc(3, 3)) < 1e-6
below_atomic = gammainc(3, 0.3 / a)

pt = 100.0
drift = 0.01
print(f"mean porosity p = {p:.2f}; decay length a = {a:.1f} nm; "
      f"cube edge L = {L:.0f} nm")
print(f"point variance p(1-p) = {point_variance:.3f}")
print(f"correlation volume 8 pi a^3 = {8*np.pi*a**3:.2f} nm^3")
print(f"cube volume = {L**3:.0f} nm^3")
print(f"independent blocks L^3/(8 pi a^3) = {L**3/(8*np.pi*a**3):.1f}")
print(f"leading variance = {sigma_lead**2:.3e}")
print(f"leading spread = {pt*sigma_lead:.3f} points")
print("bracket terms = " + ", ".join(f"{v:+.5f}"
                                     for v in bracket_terms(L, a)))
print(f"bracket sum = {bracket_terms(L, a).sum():.4f}")
print(f"finite-cube variance = {sigma**2:.3e}")
print(f"finite-cube spread = {pt*sigma:.3f} points")
print(f"leading spread too large by {pt*(sigma_lead/sigma-1):.1f} percent")
print(f"spread if blocks were a^3 = "
      f"{pt*np.sqrt(point_variance*(a/L)**3):.3f} points")
print("edge (nm): leading, formula, quadrature spread (points)")
for edge, s0, s1, s2 in edge_table:
    print(f"  {edge:.0f}: {pt*s0:.4f}, {pt*s1:.4f}, {pt*s2:.4f}")
print(f"integral share from r > 3a = {beyond_3a:.3f}")
print(f"C(3a)/C(0) = {np.exp(-3):.4f}")
print(f"simulated mosaics = {n_mosaics}, colourings each = {n_colourings}")
print("lag (nm): simulated same-cell probability, exp(-r/a)")
for lag, prob in zip(lags, same_cell):
    print(f"  {lag:.3f}: {prob:.4f}, {np.exp(-lag/a):.4f}")
print(f"simulated mean porosity = {sim_mean:.4f}")
print(f"simulated spread = {pt*sim_sigma:.3f} points")
print(f"simulated share within one formula spread = {share_within:.3f}")
print("Neglected effects:")
print(f"internal surface per volume = {surface:.3f} nm^-1")
print(f"sphere radius at equal surface = {R:.3f} nm")
print(f"overlapping-sphere spread, 20 nm cube = "
      f"{pt*sphere_sigma(L):.3f} points")
print(f"overlapping spheres, 10 nm cube: formula "
      f"{pt*sphere_sigma(small_edge):.3f}, simulated "
      f"{pt*sphere_sim:.3f} points")
for other in (0.8, 1.5):
    print(f"spread for decay length {other:.1f} nm = "
          f"{pt*cube_sigma(L, other):.3f} points")
print(f"integral share from r < 0.3 nm = {below_atomic:.4f}")
print(f"correlation of face-sharing cubes = {neighbour_corr:.4f}")
print(f"spread with assumed {pt*drift:.0f}-point film drift = "
      f"{pt*np.hypot(sigma, drift):.3f} points")
print("every check passed")
```

It prints:

```
mean porosity p = 0.30; decay length a = 1.0 nm; cube edge L = 20 nm
point variance p(1-p) = 0.210
correlation volume 8 pi a^3 = 25.13 nm^3
cube volume = 8000 nm^3
independent blocks L^3/(8 pi a^3) = 318.3
leading variance = 6.597e-04
leading spread = 2.569 points
bracket terms = +1.00000, -0.22500, +0.01910, -0.00060
bracket sum = 0.7935
finite-cube variance = 5.235e-04
finite-cube spread = 2.288 points
leading spread too large by 12.3 percent
spread if blocks were a^3 = 0.512 points
edge (nm): leading, formula, quadrature spread (points)
  10: 7.2649, 5.7279, 5.7281
  20: 2.5685, 2.2880, 2.2880
  40: 0.9081, 0.8578, 0.8578
  80: 0.3211, 0.3121, 0.3121
integral share from r > 3a = 0.423
C(3a)/C(0) = 0.0498
simulated mosaics = 700, colourings each = 10
lag (nm): simulated same-cell probability, exp(-r/a)
  1.000: 0.3636, 0.3679
  2.000: 0.1318, 0.1353
  3.000: 0.0475, 0.0498
  1.732: 0.1749, 0.1769
simulated mean porosity = 0.2996
simulated spread = 2.276 points
simulated share within one formula spread = 0.707
Neglected effects:
internal surface per volume = 0.840 nm^-1
sphere radius at equal surface = 0.892 nm
overlapping-sphere spread, 20 nm cube = 0.802 points
overlapping spheres, 10 nm cube: formula 2.189, simulated 2.208 points
spread for decay length 0.8 nm = 1.676 points
spread for decay length 1.5 nm = 3.958 points
integral share from r < 0.3 nm = 0.0036
correlation of face-sharing cubes = 0.0396
spread with assumed 1-point film drift = 2.497 points
every check passed
```
